# Why Compression Extends the Infrared Cutoff of Gallium-Doped Germanium Detectors

## An acceptor in one simple band

Suppose first that the top of the valence band of germanium were a single isotropic band. A hole bound to a negatively charged acceptor would then be a hydrogen atom with a changed mass and a screened attraction. Counting hole energies upward from the band edge,

$$H=\frac{K\gamma_1}{2}k^2-\frac{g}{r},\qquad K=\frac{\hbar^2}{m_0},\qquad g=\frac{e^2}{4\pi\epsilon_0\kappa},$$

where $\gamma_1$ is the inverse mass in units of $1/m_0$ and $\kappa$ the static dielectric constant. For the ground state $e^{-r/a}$ the kinetic energy is $K\gamma_1/2a^2$ and the potential energy is $-g/a$. The sum is least at $a=K\gamma_1/g$, and the binding energy is

$$E_s=\frac{g^2}{2K\gamma_1}.$$

With the rough germanium values $\gamma_1=13.38$ and $\kappa=15.4$ this gives 4.29 meV. A photon that just frees the hole has wavelength $\lambda=hc/E$, with $hc=1239.8$ meV µm, so this imagined detector would respond out to 289 µm.

Unstressed gallium-doped germanium stops near 110 µm, because its acceptor binds the hole by about 11.3 meV. Two questions follow: why is the unstressed acceptor bound so deeply, and what does compression take away?

## What the degenerate band edge adds

The real band edge is fourfold. Its states carry angular momentum $J=3/2$, with projections $m=\pm3/2,\pm1/2$ on an axis $z$, taken here along the cubic direction [001]. Near the edge the kinetic energy is a matrix, the Luttinger Hamiltonian:

$$H_k=\frac K2\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big],$$

with $\{A,B\}=(AB+BA)/2$, $\gamma_2=4.24$ and $\gamma_3=5.69$.

For motion along $z$ only $J_z^2$ enters. It equals $9/4$ or $1/4$, so the inverse masses are

$$m=\pm\tfrac32:\ \gamma_1-2\gamma_2=4.90,\qquad m=\pm\tfrac12:\ \gamma_1+2\gamma_2=21.86 .$$

The first is the heavy hole and the second the light hole. A heavy hole costs less kinetic energy at a given $k$ and can be bound more tightly.

For motion along $x$ the heavy states are those with $J_x=\pm3/2$. In them $\langle J_z^2\rangle=(15/4-9/4)/2=3/4$, because $J^2=15/4$ and the $y$ and $z$ directions share the remainder equally. If $P$ is the weight of $m=\pm3/2$, then $\tfrac94P+\tfrac14(1-P)=\tfrac34$, which gives $P=1/4$. A hole that is heavy along $x$ is thus a mixture of both kinds of $m$, while a hole that is heavy along $z$ is pure $m=\pm3/2$. A bound hole moves in all directions. To be heavy in each, its internal state must vary with the direction of motion, and this requires both pairs.

A purely spherical envelope cannot do this. Averaged over directions, $k_ik_j$ becomes $\delta_{ij}k^2/3$. The $\gamma_3$ terms vanish, and since $\sum_iJ_i^2=15/4$ the bracket becomes

$$\gamma_1+\tfrac52\gamma_2-2\gamma_2\cdot\tfrac13\cdot\tfrac{15}{4}=\gamma_1 .$$

The result is again 4.29 meV, whatever the internal state. Deeper binding needs envelopes of d-like or higher shape, tied to different $m$.

Diagonalizing $H_k-g/r$ with such envelopes gives 10.21 meV. Repeating this with the $m=\pm3/2$ states removed gives 4.58 meV. Of the 5.92 meV gained beyond the spherical envelope, 5.63 meV is therefore lost when the $m=\pm3/2$ pair is unavailable. This is the part that stress can attack.

## What compression does to the band edge

Let a compressive stress $X$ act along $z$, with strains $u_{xx}=u_{yy}$ and $u_{zz}$. Hooke's law for a cubic crystal reads

$$(C_{11}+C_{12})u_{xx}+C_{12}u_{zz}=0,\qquad 2C_{12}u_{xx}+C_{11}u_{zz}=-X .$$

Subtracting the second equation from the first gives

$$s\equiv u_{xx}-u_{zz}=\frac{X}{C_{11}-C_{12}} .$$

The band-edge states are built from p orbitals. Apart from a shift common to all of them, strain changes the electron energy of orbital $i$ by $3b(u_{ii}-\bar u)$, where $\bar u$ is the mean of the three strains and $b$ is a deformation potential, negative in germanium. Since $u_{xx}-\bar u=s/3$ and $u_{zz}-\bar u=-2s/3$, the electron shifts are $bs$ for the $x$ and $y$ orbitals and $-2bs$ for the $z$ orbital. Hole energies have the opposite sign: $+|b|s$ for $x,y$ and $-2|b|s$ for $z$.

The states $m=\pm3/2$ contain only $x$ and $y$ orbitals and move by $+|b|s$. The states $m=\pm1/2$ are two thirds $z$ orbital and one third $x,y$, so they move by $-\tfrac43|b|s+\tfrac13|b|s=-|b|s$. The splitting is

$$\Delta=2|b|s=\frac{2|b|X}{C_{11}-C_{12}},\qquad H_X=\frac\Delta2\Big(J_z^2-\frac54\Big).$$

The last form holds because $J_z^2-\tfrac54$ is $+1$ for $m=\pm3/2$ and $-1$ for $m=\pm1/2$. Under compression the $m=\pm1/2$ pair is the edge at which free holes collect.

With $b=-2.3$ eV, $C_{11}=129$ GPa and $C_{12}=48$ GPa, the splitting is 56.8 meV per GPa. At 0.6 GPa it is 34.1 meV, three times the unstressed binding energy. A shift common to the acceptor level and the band edge has no effect on the photon needed. The splitting must act through the structure of the bound state.

## The law for the binding energy

Let $E_0(\Delta)$ be the ground-state energy of the acceptor with $H_X$ included. The free hole of lowest energy sits at $-\Delta/2$, so the binding energy is

$$E_b(\Delta)=-\frac\Delta2-E_0(\Delta).$$

To differentiate $E_0=\langle\psi|H|\psi\rangle$, note that the terms from the change of $\psi$ add up to $E_0\,d\langle\psi|\psi\rangle/d\Delta$, which is zero for a normalized state. The explicit dependence of $H$ on $\Delta$ remains. With $P$ the weight of $m=\pm3/2$ in the bound state,

$$\frac{dE_0}{d\Delta}=\frac12\Big\langle J_z^2-\frac54\Big\rangle=\frac12\big[P-(1-P)\big]=P-\frac12 ,$$

and therefore

$$\boxed{\frac{dE_b}{d\Delta}=-\frac12-\Big(P-\frac12\Big)=-P}$$

The bound hole needs its $m=\pm3/2$ part to be heavy in every direction, and under stress that part lies $\Delta$ above the edge. The free hole at the edge has no such part and pays nothing. The binding energy falls at the rate at which the bound hole pays.

The law also fixes the shape of the curve. For any fixed trial state the energy is a straight line in $\Delta$, and $E_0$ is the lowest of all these lines. Such a lower envelope bends downward, so $E_b$ bends upward: each further step of stress lowers the binding by less than the one before. In the state, this appears as a fall of $P$, because the hole abandons a component that has become expensive.

## The limit of one band

If $m=\pm3/2$ is removed altogether, only $m=\pm1/2$ remains. These two states do not couple to each other: $\{J_x,J_y\}$ changes $m$ by two, and the elements of $\{J_z,J_x\}$ and $\{J_z,J_y\}$ between them are proportional to $\tfrac12-\tfrac12=0$. What is left is one ellipsoidal band. Its inverse mass along the stress is $A_\parallel=21.86$. Across it, $\langle J_x^2\rangle=(15/4-1/4)/2=7/4$, so

$$A_\perp=\gamma_1+\tfrac52\gamma_2-\tfrac72\gamma_2=\gamma_1-\gamma_2=9.14 .$$

The hole is lighter along the stress, and its orbit should stretch that way. Take the trial state $\exp[-\sqrt{x^2+y^2+z^2/\eta^2}/a]$. Rescaling lengths by $a$ across and $\eta a$ along the stress turns it into $e^{-R}$, for which the mean square wave number is 1, one third for each direction, and $\langle1/R\rangle=1$. Hence $\langle k_x^2\rangle=\langle k_y^2\rangle=1/3a^2$ and $\langle k_z^2\rangle=1/3\eta^2a^2$. The energy is $T/a^2-V/a$ with

$$T=\frac K2\Big[\frac{2A_\perp}{3}+\frac{A_\parallel}{3\eta^2}\Big],\qquad V=g\int_0^1\!\frac{dc}{\sqrt{1+(\eta^2-1)c^2}}=g\,\frac{\operatorname{arsinh}\sqrt{\eta^2-1}}{\sqrt{\eta^2-1}},$$

where $c$ is the cosine of the angle to the stress axis in the rescaled coordinates. The minimum over $a$ lies at $a=2T/V$ and gives a binding energy $V^2/4T$.

The best elongation is $\eta=1.369$. The bracket in $T$ is then $6.09+3.89=9.98$ and $V=0.893\,g$. In units of the spherical result,

$$\frac{V^2/4T}{E_s}=\frac{0.893^2\times13.38}{9.98}=1.07,$$

which gives 4.58 meV. Diagonalization in this band agrees to within 0.002 meV. The unequal masses thus add only 7 % to the spherical value.

In the four-band model this one-band binding is a floor. Within $m=\pm1/2$ the strain energy is the constant $-\Delta/2$, so the one-band state is an admissible trial state at every $\Delta$, and the full ground state can only be bound more deeply.

The approach to the floor is slow. Measure energies from the moved edge and write $\varphi$ and $\chi$ for the $m=\pm1/2$ and $m=\pm3/2$ parts, $H_1$ and $H_3$ for their own Hamiltonians, and $W$ for the coupling in $H_k$:

$$(H_1+E_b)\varphi+W^\dagger\chi=0,\qquad (H_3+\Delta+E_b)\chi+W\varphi=0 .$$

When $\Delta$ exceeds the other energies that matter in the second equation, $\chi\approx-W\varphi/\Delta$. Inserting this in the first equation adds $-W^\dagger W/\Delta$ to $H_1$. To leading order

$$E_b-E_{\rm floor}\approx\frac{\langle W^\dagger W\rangle}{\Delta},\qquad P\approx\frac{\langle W^\dagger W\rangle}{\Delta^2},$$

in agreement with $dE_b/d\Delta=-P$. The excess binding dies only as $1/\Delta$, and in this regime it should equal $P\Delta$.

## A stressed detector in numbers

Gallium is not a bare point charge. Its core is represented by an added attraction $-V_0e^{-r^2/r_c^2}$ with $r_c=1$ nm, and $V_0=67.3$ meV is chosen so that the unstressed binding is 11.3 meV. The unstressed cutoff is therefore an input, and the stressed values are predictions. The derivation of $dE_b/d\Delta=-P$ is unaffected, since the core term does not contain $\Delta$.

| $X$ (GPa) | $\Delta$ (meV) | $E_b$ (meV) | $P$ | $\lambda$ (µm) |
|---|---|---|---|---|
| 0 | 0 | 11.30 | 0.258 | 110 |
| 0.2 | 11.4 | 9.01 | 0.153 | 138 |
| 0.4 | 22.7 | 7.67 | 0.089 | 162 |
| 0.6 | 34.1 | 6.88 | 0.054 | 180 |
| 0.8 | 45.4 | 6.39 | 0.034 | 194 |

The first row describes the member of the fourfold level that becomes the ground state under compression. Its weight sets the initial slope: $0.258\times56.8\approx15$ meV per GPa. By 0.8 GPa the slope is $0.034\times56.8\approx2$ meV per GPa.

At 0.6 GPa the cutoff is $1239.8/6.88=180$ µm. The binding lost is 4.42 meV, and integrating $P$ over the splitting from 0 to 34.1 meV gives the same 4.42 meV. The mean weight on the way is $4.42/34.1=0.13$, so about an eighth of the splitting appears as reduced binding.

The floor with the core included is 4.68 meV, or 265 µm. At 0.6 GPa the excess above it is 2.20 meV, while $P\Delta=1.84$ meV. At 0.8 GPa the two are 1.71 and 1.56 meV. $P\Delta$ thus falls short of the excess by 16 % and then by 8 %. This closeness does not mean that the leading order has been reached: $\langle W^\dagger W\rangle$ is roughly 93 meV$^2$, so $\langle W^\dagger W\rangle/\Delta$ gives about 2.7 and 2.0 meV, some 20 % above the computed excess. At these stresses the four-band binding is still well above its floor.

The four-band model reaches 200 µm at 0.91 GPa, and its curve continues slowly toward the floor. When the split-off band is included, as discussed below, the calculated curve levels off much earlier.

The choice of core matters little. A well of radius 2 nm, refitted to 11.3 meV, gives 6.91 instead of 6.88 meV at 0.6 GPa. The stress for 200 µm is more sensitive: it is 0.90, 0.93 and 0.96 GPa for radii of 0.5, 2 and 3 nm. The envelopes used have angular momentum up to $l=6$; adding $l=8$ changes the binding by at most 0.006 meV.

## Beside real detectors

Stressed Ge:Ga detectors work near 2 K under several tenths of a GPa and respond to roughly 200 µm. The model has the right size and trend, but its 180 µm at 0.6 GPa is on the short side and its 0.91 GPa for 200 µm is high. The deformation potential is one uncertain input. In the four-band model stress enters through $\Delta$ alone, so the stress needed for a given cutoff varies as $1/|b|$; with $|b|=2.8$ eV it would be $0.91\times2.3/2.8\approx0.75$ GPa. A real crystal is also not stressed uniformly. In the four-band model a region with 10 % more stress than 0.6 GPa has its cutoff at 185 µm, which smears the edge by about 5 µm.

The edge is soft for another reason. In the four-band model at 0.6 GPa, the deepest excited level of odd parity lies 1.40 meV below the band edge. Parity permits a photon of 226 µm to lift the hole there, and heat may then free it. Since $k_BT=0.17$ meV at 2 K, the missing energy is about eight times $k_BT$. Some response beyond 180 µm is thus possible, but its strength has not been calculated.

The spin-orbit split-off band, 290 meV away, was left out. It raises the splitting at 0.6 GPa from 34.1 to 36.0 meV, which by the slope law lowers the binding by about $0.054\times1.9=0.10$ meV. It also changes the edge masses, which raises the one-band binding by 0.15 meV. These two estimates partly cancel, but they do not cover all that the band does to the bound state. With all six bands in the acceptor calculation and the core refitted to 11.3 meV, the binding at 0.6 GPa rises by about 0.2 meV, or 3 %, and the cutoff shortens to about 175 µm. The change matters more for the stress needed to reach 200 µm, because the curve is flat there: it rises from 0.91 to about 1.27 GPa (1.25 to 1.35 GPa for core radii from 0.5 to 3 nm), or to about 1.04 GPa with $|b|=2.8$ eV. Raising $|b|$ to 2.8 eV therefore does not by itself bring the calculation into line with real detectors.

The split-off band also changes the end of the curve. Stress mixes it into the edge pair and makes the edge masses more unequal, so the one-band binding is no longer constant: for a point charge it rises from 4.58 meV to about 5.04 meV at 2 GPa. This rise works against the falling excess. In the six-band calculation the binding is 5.97 meV at 2 GPa and then stays near 5.9 meV, so the cutoff levels off at about 210 µm. These stresses are well above the several tenths of a GPa at which detectors work. The four-band floor at 265 µm is thus a limit of the model and not a wavelength that a real detector approaches.

A bias field $F$ lowers the barrier for escape. The potential $-g/r-eFr$ has its maximum at $r=\sqrt{g/eF}$, where it equals $-2\sqrt{geF}$. At 0.2 V/cm this is 0.09 meV, or about 1 % of $E_b$. Charged centres at a density $N=10^{12}$ cm$^{-3}$ have a typical distance $R=(3/4\pi N)^{1/3}=620$ nm, at which the potential energy of a hole is $g/R=0.15$ meV in size. This is the contribution of a single centre at that distance; the combined variation from many centres has not been calculated. The part of such a variation that is common to the level and the band edge drops out. The effect of the rest on the cutoff has not been calculated. Impact ionization, which limits the usable bias, is outside the model.

The longer cutoff has a price in temperature. Heat frees holes at a rate governed mainly by $E_b/k_BT$. To keep this ratio at the value an unstressed detector has at 4 K, a detector with the four-band binding at 0.6 GPa must be cooled to $4\times6.88/11.3=2.4$ K. The loss of binding that admits longer waves also admits thermal carriers.

The main values of the four-band model are in the numerical output below.

## Computed values

```
Luttinger parameters: 13.38, 4.24, 5.69; dielectric constant 15.4
deformation potential b: -2.30 eV
C11, C12: 129, 48 GPa; spin-orbit gap 290 meV
strain along, across at 0.6 GPa: -0.583, 0.158 %
splitting per stress: 56.8 meV/GPa
orbital-along-stress share of edge pair: 0.6668
Point charge, no core well:
  s envelope only, diagonalized: 4.288 meV
  s envelope only, formula: 4.288 meV
  full unstressed binding: 10.213 meV
  its +-3/2 weight: 0.2545; virial ratio 0.99995
  +-1/2 band alone, diagonalized: 4.582 meV
  +-1/2 band alone, ellipsoid trial: 4.580 meV
  trial orbit, length along / across stress: 1.369
  full binding at 3000 meV splitting: 4.604 meV
  inverse masses along, across: 21.86, 9.14
Core well: radius 1 nm, depth 67.3 meV (fit to 11.3 meV)
  radius 2 nm, depth 14.91 meV
Stress GPa | splitting meV | binding meV | +-3/2 weight | cutoff um
  0.0 | 0.00 | 11.300 | 0.2575 | 109.7
  0.1 | 5.68 | 10.009 | 0.1994 | 123.9
  0.2 | 11.36 | 9.013 | 0.1529 | 137.6
  0.4 | 22.72 | 7.671 | 0.0893 | 161.6
  0.6 | 34.07 | 6.878 | 0.0539 | 180.3
  0.8 | 45.43 | 6.387 | 0.0344 | 194.1
floor with core well: 4.681 meV, 264.8 um
stress for 200 um cutoff: 0.907 GPa (6.199 meV)
slope at 20 meV splitting: -0.10146; minus weight -0.10146
binding lost to 0.6 GPa: 4.4224 meV
integral of weight: 4.4224 meV
change on adding l=8: 0.0060 (0 GPa), 0.0013 meV (work)
binding at work with 2 nm core: 6.909 meV, 179.5 um
Neglected effects at 0.6 GPa:
  six-band edge splitting: 35.95 meV
  six-band inverse masses: 23.67, 8.23
  binding shift from these masses: 0.148 meV
  binding if splitting is 10 % larger: 6.706 meV, 184.9 um
  thermal energy at 2.0 K: 0.172 meV
  temperature with E_b/kT of 4 K unstressed: 2.43 K
  barrier lowering at 0.2 V/cm: 0.086 meV
  tunnelling exponent: 4.17e+04
  distance to gain E_b from field: 344 um
  acceptors 2e+14 cm^-3, radius 6.80 nm
  overlap parameter N^(1/3) a: 0.0398
  charged centres 1e+12 cm^-3: 0.151 meV
  deepest odd level: 1.399 meV below edge
  line to that level: 226.3 um
```
